# Spin contamination from determinant preconditioners in Davidson iterations, and its cure

**Q:** I asked a configuration-interaction calculation for the lowest doublet of an ion with three d electrons. It started from a clean doublet and finished on a quartet. The Hamiltonian has no spin-dependent forces. Where did the quartet come from?

**A:** If your determinant list contains every spin arrangement of each orbital occupation, and both spins share the same orbitals, two sources remain. One is the preconditioner, the approximate inverse that turns an error into a new search direction. The other is rounding, treated at the end. Take the preconditioner first. To see how, we need one Davidson step.

Let $c$ be the current normalized vector and $\theta=c^{T}Hc$ its energy. The residual is
$$r=(H-\theta)c .$$
We want a correction $t$ that makes $c+t$ an eigenvector, so we ask for $(H-\theta)(c+t)\approx0$, or
$$(H-\theta)t\approx-r .$$
Solving this with the full $H$ would return $t=-c$, which is nothing new, besides being expensive. Instead $H$ on the left is replaced by its diagonal $D$ in the determinant basis, $D_I=H_{II}$:
$$t=Pr,\qquad P_I=\frac{1}{\theta-D_I}.$$
The new direction is made orthogonal to the earlier ones, $H$ is diagonalized in the space they span, and the lowest solution becomes the next $c$.

Now follow the spin. I take a nonrelativistic $H$, the same real, orthonormal spatial orbitals for both spins, and a determinant list that includes all spin arrangements of every orbital occupation in it, so $[H,S^2]=0$. A list that lacks some arrangements can mix spins through the restricted $H$ itself. If $S^2c=\lambda c$, with $\lambda=S(S+1)$ in units of $\hbar^2$, then
$$S^2r=(H-\theta)S^2c=\lambda r .$$
The residual is pure. For the correction,
$$(S^2-\lambda)t=S^2Pr-P\lambda r=S^2Pr-PS^2r=[S^2,P]\,r .$$
The second equality uses $\lambda r=S^2r$. In exact arithmetic, a pure vector can therefore acquire another spin in this step only through $[S^2,P]$.

**Q:** But $D$ is taken from $H$, and $H$ commutes with $S^2$. Why doesn't its diagonal?

**A:** Because part of the exchange interaction is diagonal in determinants and part is not, and only the two together respect total spin.

Start with the determinant energy. Let $n_{p\alpha}$ and $n_{p\beta}$ be 0 or 1, and define
$$n_p=n_{p\alpha}+n_{p\beta},\qquad s_p=n_{p\alpha}-n_{p\beta}.$$
A singly occupied orbital, or open shell, has $s_p=\pm1$; an empty or doubly occupied one has $s_p=0$. The list of all $n_p$ is the spatial configuration. With $J_{pq}=(pp|qq)$ and $K_{pq}=(pq|qp)$,
$$D=\sum_p h_{pp}n_p+\frac12\sum_{pq}\left[J_{pq}n_pn_q-K_{pq}(n_{p\alpha}n_{q\alpha}+n_{p\beta}n_{q\beta})\right].$$
Exchange acts between like spins, hence the last bracket. Multiplying out the definitions gives
$$n_pn_q+s_ps_q=2(n_{p\alpha}n_{q\alpha}+n_{p\beta}n_{q\beta}).$$
For $p=q$, $J_{pp}=K_{pp}$, and the two-electron term is $\frac12J_{pp}(n_p^2-n_p)$. This vanishes for $n_p=0,1$ and equals $J_{pp}$ for $n_p=2$. For $p\ne q$, the two orders of a pair cancel the factor $\frac12$. Thus
$$D=E_0(n)-\frac12\sum_{p<q}K_{pq}s_ps_q,$$
$$E_0(n)=\sum_p h_{pp}n_p+\sum_{p:\,n_p=2}J_{pp}+\sum_{p<q}\left(J_{pq}-\frac12K_{pq}\right)n_pn_q .$$
$E_0$ depends on the configuration alone. The other term depends on which open shells carry $\alpha$ and which carry $\beta$.

For the missing part, consider two electrons in different orbitals. Their singlet and triplet two-electron energies are $J+K$ and $J-K$. Since $\mathbf s_1\cdot\mathbf s_2$ equals $-\frac34$ and $\frac14$ in these states, both energies are reproduced by
$$J-K\left(\frac12+2\,\mathbf s_1\cdot\mathbf s_2\right).$$
The determinant diagonal keeps the product of the $z$ components, $2s_{1z}s_{2z}=\frac12s_1s_2$, where $s_1,s_2=\pm1$. It discards the $x$ and $y$ components, which exchange the two spins. What remains prefers the $z$ axis and is no longer invariant under spin rotations.

**Q:** Does that lost invariance always spoil the commutator?

**A:** No. The precise condition follows from the matrix of $S^2$. Use
$$S^2=S_-S_++S_z(S_z+1),\qquad S_-S_+=\sum_{pq}a^\dagger_{p\beta}a_{p\alpha}a^\dagger_{q\alpha}a_{q\beta}.$$
The right-hand operators turn a $\beta$ in orbital $q$ into an $\alpha$, which requires $q$ to hold a single $\beta$. The others then turn an $\alpha$ in $p$ into a $\beta$.

If $p=q$, the determinant is restored, and the sum counts the open shells with $\beta$. For $N$ open shells and $S_z$ eigenvalue $M$, that number is $N/2-M$. The diagonal element is
$$M(M+1)+\frac N2-M=M^2+\frac N2 .$$
If $p\ne q$, one $\alpha$ and one $\beta$ in two open shells are exchanged. The element is $\pm1$, the sign coming from the ordering of the fermion operators. The configuration never changes.

Any two spin arrangements with the same configuration and $M$ have equally many $\beta$ spins. One becomes the other by moving misplaced $\beta$ spins one at a time, each move being such an exchange. $S^2$ therefore links all arrangements of the configuration, directly or through intermediates.

Since $P$ is diagonal,
$$[S^2,P]_{IJ}=(S^2)_{IJ}(P_J-P_I).$$
The commutator vanishes if and only if $P$ is equal across every link, hence constant over all arrangements of each configuration at the chosen $M$. Because $1/(\theta-x)$ takes different values at different $x$, the same condition applies to $D$. If small denominators are altered by a rule that depends only on $D$, a constant $D$ remains sufficient.

There are harmless cases:

- With no or one open shell, there is one arrangement at given $M$.
- With two open shells and $M=0$, both arrangements have $s_1s_2=-1$ and equal energy.
- For $M=\pm N/2$, all open-shell spins are parallel and there is one arrangement.
- If all exchange integrals among the open shells are equal, so are the determinant energies. This will follow from the sum of $s_ps_q$ below.

The leak needs at least three open shells, unequal exchange integrals and $|M|<N/2$.

**Q:** Three open shells is my case. Can you show the quartet appearing?

**A:** Take orbitals 1, 2, 3 and $M=\frac12$. There are three determinants, labelled by the orbital that holds $\beta$. With $\beta$ in orbital 3, $s_1s_2=1$ and the other two products are $-1$. Writing $T=K_{12}+K_{13}+K_{23}$,
$$\sum_{p<q}K_{pq}s_ps_q=K_{12}-K_{13}-K_{23}=2K_{12}-T,$$
$$D_3=E_0+\frac T2-K_{12}.$$
Each determinant is lowered by the exchange integral of its like-spin pair.

Next we need the quartet. Applying $S_-$ to the determinant with three $\alpha$ spins gives all three determinants with coefficients $\pm1$. Absorb these signs into the basis, so that the quartet is
$$q=\frac{1}{\sqrt3}(1,1,1).$$
The diagonal of $S^2$ is $\frac14+\frac32=\frac74$, while the quartet eigenvalue is $\frac{15}4$. The two off-diagonal elements in each row must therefore add to 2, so both are $+1$. A vector whose components sum to zero then has eigenvalue $\frac74-1=\frac34$: it is a doublet.

Choose the doublet residual $r=(1,-1,0)/\sqrt2$, and let $g_i=D_i-\theta$. Since $P_i=-1/g_i$,
$$t=\frac{1}{\sqrt2}\left(-\frac1{g_1},\frac1{g_2},0\right).$$
Its components no longer sum to zero if $g_1\ne g_2$. The quartet amplitude and the squared length are
$$q^Tt=\frac{1}{\sqrt6}\left(\frac1{g_2}-\frac1{g_1}\right)=\frac{g_1-g_2}{\sqrt6\,g_1g_2},$$
$$t^Tt=\frac12\left(\frac1{g_1^2}+\frac1{g_2^2}\right)=\frac{g_1^2+g_2^2}{2g_1^2g_2^2}.$$
The quartet fraction of the correction is
$$w=\frac{(q^Tt)^2}{t^Tt}=\frac{(g_1-g_2)^2}{3(g_1^2+g_2^2)}.$$

Three cases are useful. If both gaps are close to $g$ and differ by $\Delta\ll|g|$, then $w\approx\Delta^2/(6g^2)$, so the leak fades when $\theta$ lies far from the determinant energies. If one gap tends to zero, $w\to\frac13$. If $\theta$ lies midway between the two energies, $g_1=-g_2$ and $w=\frac23$: a doublet residual has produced a mostly quartet direction.

**Q:** How large is it for a real ion?

**A:** V$^{2+}$ is a suitable case, with three d electrons and a quartet below the doublets. I use the def2-SVP basis and Hartree–Fock orbitals optimized for the average energy of 3d$^3$. The core is frozen, and the three outer electrons are distributed in all ways over 3d, 4s and 4p. This omits core correlation, further orbitals and relativity, so it is a model calculation of the ion rather than a prediction of its spectrum.

The lowest quartet and doublet are 7-fold and 9-fold degenerate at fixed $M$. From $2L+1$, these are F and G terms. The doublet lies 66.7 m$E_h$, or 1.8 eV, above the quartet.

Take the configuration with one electron each in $yz$, $z^2$ and $xz$. Its exchange integrals are
$$K_{xz,yz}=29.640,\qquad K_{yz,z^2}=K_{xz,z^2}=20.793\ \text{m}E_h .$$
Let $\theta$ be the energy of the lowest doublet. With $\beta$ in $xz$, the like-spin pair is $yz,z^2$ and the gap is $g_1=36.854$ m$E_h$. With $\beta$ in $z^2$, the pair is $xz,yz$ and $g_2=28.008$ m$E_h$. The gaps differ by 8.846 m$E_h$, which is the difference of the two exchange integrals within rounding. Hence
$$w=\frac{8.846^2}{3(36.854^2+28.008^2)}=\frac{78.25}{3(1358.2+784.4)}=0.0122 .$$
Direct projection onto the quartet space gives the same value. Since $\langle S^2\rangle=\frac34(1-w)+\frac{15}{4}w=\frac34+3w$, this correction has $\langle S^2\rangle=0.787$ instead of 0.75. This $w$ belongs to the chosen residual. Over all doublets of this configuration it ranges from 0 to 0.015, and the first correction from a random doublet spread over all of 3d$^3$ has $w=0.0004$. The digits also belong to the basis. In def2-QZVP the exchange integrals fall by up to 0.02 m$E_h$, the gaps $g_1,g_2$ by about 0.07 m$E_h$, and the doublet–quartet separation by 0.02 m$E_h$ (0.04 m$E_h$ within 3d alone), while $w$ stays at 0.0122.

The configuration $xy,yz,xz$ behaves differently. Its three exchange integrals are all 29.640 m$E_h$, its determinant energies coincide, and it does not leak.

**Q:** One per cent in a correction sounds harmless. Why doesn't the iteration remove it?

**A:** Because the iteration minimizes energy, and the contamination points downhill. Write a mixed vector as $c=\cos\eta\,d+\sin\eta\,q$, where $d$ and $q$ are now any normalized doublet and quartet. $H$ does not couple different spins, so
$$c^THc=\cos^2\eta\,E_d+\sin^2\eta\,E_q=E_d-(E_d-E_q)\sin^2\eta .$$
If $E_q<E_d$, more quartet means lower energy. As the search space grows, it offers more freedom to choose the quartet part independently of the doublet part, and the minimization uses it. If the target is already the lowest state of any spin, the same mechanism works against the contamination.

**Q:** So how do averaged exchange integrals cure this?

**A:** They remove the dependence on where the spins sit. For each configuration, replace the open-shell exchange integrals in the spin-dependent term by their mean,
$$\bar K=\frac{2}{N(N-1)}\sum_{p<q}^{\text{open}}K_{pq}.$$
The sum that remains is fixed by $N$ and $M$. Since $\sum_p s_p=2M$ and each open shell has $s_p^2=1$,
$$4M^2=\Big(\sum_p s_p\Big)^2=N+2\sum_{p<q}s_ps_q,$$
$$\sum_{p<q}s_ps_q=\frac{4M^2-N}{2}.$$
The averaged diagonal is therefore
$$\bar D=E_0(n)-\frac{\bar K}{4}(4M^2-N).$$
For $N<2$ there is no pair, and the last term is absent. All arrangements of a configuration now share one $\bar D$, so the condition for $[S^2,P]=0$ is met.

The exchange integrals inside $E_0$ need no averaging, because they do not see the spin arrangement. The approximation changes only the preconditioner: $H$ itself, and hence the eigenvalues being sought, are untouched.

**Q:** Is this an arbitrary replacement, or does $\bar D$ mean something?

**A:** It is the mean of the true determinant energies over all spin arrangements at that $M$. Under this average every open-shell pair is equivalent, so each product $s_ps_q$ has the same mean. There are $N(N-1)/2$ pairs, which gives
$$\langle s_ps_q\rangle=\frac{4M^2-N}{N(N-1)}.$$
Inserting this in $D$,
$$\langle D\rangle=E_0-\frac12\,\frac{4M^2-N}{N(N-1)}\sum_{p<q}^{\text{open}}K_{pq}=E_0-\frac{\bar K}{4}(4M^2-N)=\bar D .$$
Averaging the integrals and averaging the determinant energies are the same operation.

In the vanadium example, $\beta$ in $yz$ leaves the pair $xz,z^2$, whose exchange integral is again 20.793 m$E_h$, so the third gap equals $g_1$. The common gap becomes
$$\frac{2(36.854)+28.008}{3}=33.905\ \text{m}E_h .$$
The doublet residual is now divided by one number, and its components still sum to zero.

One restriction remains. $\bar D$ depends on $M^2$: for two open shells it is $E_0+\bar K/2$ at $M=0$ and $E_0-\bar K/2$ at $M=\pm1$. This does not disturb $S^2$, which leaves $M$ unchanged, but such a $P$ does not commute with the operators $S_\pm$ that change $M$. Nor does the averaging protect orbital symmetry by itself, since rotating the orbitals mixes configurations whose $\bar D$ need not agree.

**Q:** Can you show that the diagonal alone decides between my doublet and the quartet?

**A:** In a run short enough that rounding has no time to matter, yes; a longer run, shown at the end and made with more orbitals and different denominators, behaves otherwise. Take two runs that differ only in the diagonal. I restrict the three electrons to 3d, which gives 50 determinants, and start within the 13 that have the same reflection symmetry as $yz,z^2,xz$; $H$ does not couple these to the others. Both runs start from the same random but pure doublet, and neither uses spin projection.

To keep small denominators from obscuring the comparison, I use $t=-r/(D-\omega)$, or $\bar D$ in place of $D$. Here $\omega$ lies 50 m$E_h$ below the smaller of $\theta$ and the lowest true energy among all 50 determinants. The preconditioner is still a function of the chosen diagonal, so the commutator argument is unchanged. Energies are relative to the lowest quartet, in m$E_h$.

| Step | $E$, true | $\langle S^2\rangle$ | $E$, averaged | $\langle S^2\rangle$ |
|---:|---:|---:|---:|---:|
| 0 | 117.874 | 0.7500 | 117.874 | 0.7500 |
| 3 | 67.234 | 0.7500 | 67.327 | 0.7500 |
| 5 | 66.785 | 0.7515 | 66.812 | 0.7500 |
| 6 | – | – | 66.802 | 0.7500 |
| 7 | 0.246 | 3.7486 | – | – |
| 10 | 0.000 | 3.7500 | – | – |

In this smaller space the lowest doublet lies at 66.802 m$E_h$. The averaged run ends there. The run with the true diagonal is already below it at step 5, which no pure doublet can be. Its quartet weight is then only $(0.7515-0.75)/3\approx0.0005$. Two steps later the vector is almost entirely quartet.

The final quartet is a pure eigenvector. A good $\langle S^2\rangle$ at convergence therefore does not show that the requested spin was kept; it must be compared with the requested value. The step counts do not compare speeds either, because the runs end on different states.

**Q:** My singlet calculations use $M=0$. Should I worry about triplets?

**A:** Not from this leak. Reversing every spin changes each $s_p$ to $-s_p$ and leaves $s_ps_q$ alone. Thus $D$ and $P$ are unchanged by spin reversal at $M=0$.

A state of spin $S$ with $n$ electrons can be built from $2S$ spins in a symmetric combination and $n/2-S$ singlet pairs. At $M=0$ the symmetric part is unchanged by reversal, while each singlet pair, $\alpha\beta-\beta\alpha$, changes sign. The total factor is
$$(-1)^{n/2-S}.$$
At fixed $n$, singlets and quintets have the same factor, while triplets have the opposite one. A preconditioner that preserves the factor can mix singlets with quintets but not with triplets.

For four electrons in the same d orbitals, the block of $P$ from singlets to triplets has norm $4\times10^{-14}\,E_h^{-1}$, which is rounding. The block from singlets to quintets has norm $1.7\,E_h^{-1}$. These norms refer to a $\theta$ placed 0.1 $E_h$ below the lowest determinant energy.

**Q:** With the averaged diagonal, may I then stop watching the spin?

**A:** No. A zero commutator prevents the preconditioner from creating contamination, but computer arithmetic leaves tiny components of other spins, and a lower state can still grow from them.

This happened in a longer run in the full 3d, 4s, 4p space. It used the averaged diagonal and the ordinary denominators, replacing only those smaller than 0.1 m$E_h$ in magnitude. The quartet weight was about $10^{-31}$ at the start, $5\times10^{-19}$ at step 14, $2\times10^{-9}$ at step 19 and essentially 1 at step 24. The run finished on the quartet.

Repeating it with quartet components removed from every new direction gave the lowest doublet, at 66.715 m$E_h$. That removal would suppress a quartet of any origin, so it does not by itself locate the seed. The commutator does: the start is pure and $[S^2,P]=0$, so only rounding is left as a source. The step at which the quartet takes over depends on rounding, and the program reports this run without asserting its end. The short averaged run carried such components too, with an $\langle S^2\rangle$ error of up to $4\times10^{-23}$, but it converged at step 6, while they were still negligible.

With the true diagonal, the same long calculation converged on the quartet after 12 steps; with the averaged one it converged there after 29. Averaging removes the systematic leak, while spin projection removes what rounding leaves behind. If a lower state of another spin can be reached at your $M$, remove the other spins from every new direction from the start, and monitor $\langle S^2\rangle$ at every step. If you begin only after a drift has appeared, project the whole search space and orthonormalize it again. Its earlier vectors already contain the unwanted spin, and cleaning only the new ones may not get rid of it. The numerical output below gives the remaining values.

## Values computed for the example and the checks

```
V2+, def2-SVP, frozen core; orbitals in 3d,4s,4p space: 9
determinants at M=1/2: 324  configurations: 156
degeneracy at fixed M: quartet 7, doublet 9
doublet minus quartet = 66.715 mEh = 1.815 eV
K(xz,yz) = 29.640 mEh
K(yz,z2) = 20.793 mEh
K(xz,z2) = 20.793 mEh
mean of these three K = 23.742 mEh
gap D-theta, beta in xz = 36.854 mEh
gap D-theta, beta in z2 = 28.008 mEh
averaged gap of this configuration = 33.905 mEh
quartet weight, formula = 0.012175
quartet weight, projection = 0.012175
K(xy,yz), K(xy,xz) = 29.640, 29.640 mEh
spread of D in xy,yz,xz = 0.0e+00 mEh
commutator norm, true diagonal = 5.4114 1/Eh
commutator norm, averaged = 0.0e+00 1/Eh
first correction quartet weight, true diagonal = 0.000388
first correction quartet weight, averaged = 2.9e-30
two-electron M=0 commutator norm = 0.0e+00 1/Eh
four-electron singlet to triplet norm = 3.8e-14 1/Eh
four-electron singlet to quintet norm = 1.6805 1/Eh
long runs: last step, E-E(quartet) in mEh, quartet weight
  true diagonal: 12, 0.00000, 1.0e+00
  averaged: 29, 0.00000, 1.0e+00
  averaged, cleaned: 30, 66.71504, 2.6e-32
long averaged run, not cleaned: step, quartet weight
  0 1.2e-31
  4 1.6e-28
  9 2.2e-23
 14 4.7e-19
 19 1.8e-09
 24 1.0e+00
 29 1.0e+00
3d only: determinants 50, in sector 13
3d only: gap = 66.802 mEh = 1.818 eV
3d only, true diagonal: step, E-E(quartet) in mEh, <S^2>
  0    117.87398 0.75000000
  1     87.46925 0.75002221
  2     84.17421 0.75015616
  3     67.23397 0.75003190
  5     66.78466 0.75149197
  7      0.24576 3.74862874
  9      0.00001 3.74999960
 10      0.00000 3.75000000
3d only, averaged: step, E-E(quartet) in mEh, <S^2>
  0    117.87398 0.75000000
  1     87.62915 0.75000000
  2     84.91989 0.75000000
  3     67.32707 0.75000000
  5     66.81195 0.75000000
  6     66.80227 0.75000000
largest <S^2> error in 3d averaged run = 3.7e-23
```
